# Does thin-oxide breakdown wait for the bulk percolation threshold?

**Q:** I picture a stressed gate oxide as a lattice of small cells that turn defective at random. It conducts when the defects form a connected cluster from one electrode to the other. For a simple cubic lattice with conduction through shared faces, that needs a defective fraction of roughly 0.3. So a thin oxide should break down near that fraction, whatever its area. What is wrong with this?

**A:** The picture of cells is usable, but the threshold you quote belongs to a sample that is large in all three directions. A gate oxide is very wide and only a few cells thick. A local chain of a few defects can cross it without any extended cluster. To see what that does, start with the simplest rule for a crossing, in which sideways conduction is forbidden.

Let the oxide have area $A$ and uniform thickness $t$, and let the cells be cubes of edge $a$. There are

$$N=\frac{A}{a^2}\quad\text{columns, each of}\quad n=\frac{t}{a}\quad\text{cells},$$

with $n$ an integer. Each cell is defective with the same probability $\lambda$, independently of the others. The film breaks down when at least one column is wholly defective.

**Q:** You call $\lambda$ a probability, and I spoke of a fraction. And what is "the" critical value if the defects are random?

**A:** Give every cell a random number $u$, uniform between 0 and 1, and call the cell defective once $\lambda\ge u$. Raising $\lambda$ then adds defects one by one. A column is complete when $\lambda$ reaches the largest $u$ in it, and the film fails when the first column is complete. Its critical value is therefore

$$\Lambda=\min_{\text{columns}}\;\max_{\text{cells in column}}u .$$

This differs from film to film, so I use its median, $\lambda_{50}$: half of all films have failed when $\lambda=\lambda_{50}$. The defective fraction actually present in a film fluctuates about $\lambda$, but the relative fluctuation is about $1/\sqrt{nN\lambda}$ when $\lambda$ is small. It is negligible when the film holds thousands of defects.

**Q:** Then derive the median.

**A:** The $n$ cells of a column are independent, so the column is complete with probability $\lambda^n$ and incomplete with probability $1-\lambda^n$. The film survives if all $N$ columns are incomplete. Columns share no cells, so their probabilities multiply, and the failure probability is

$$F(\lambda)=1-(1-\lambda^n)^N .$$

Set $F=1/2$. Then $(1-\lambda_{50}^n)^N=1/2$. Taking the $N$th root gives $1-\lambda_{50}^n=2^{-1/N}$, and hence

$$\lambda_{50}=\left(1-2^{-1/N}\right)^{1/n}.$$

This holds at any area within the column model. For large area, define $x=\ln 2/N$, so that $2^{-1/N}=e^{-x}$. For $x\ge0$,

$$x-\frac{x^2}{2}\le 1-e^{-x}\le x .$$

Divide by $x$ and take the $n$th root:

$$\left(1-\frac{x}{2}\right)^{1/n}\le\frac{\lambda_{50}}{(\ln 2/N)^{1/n}}\le 1 .$$

As $N$ grows, $x$ goes to zero and the left side goes to one. With $N=A/a^2$,

$$\lambda_{50}\simeq\left(\frac{a^2\ln 2}{A}\right)^{1/n}\propto A^{-1/n}\qquad(A\gg a^2,\ n\ \text{and}\ a\ \text{fixed}).$$

The median has no positive floor. Whatever fixed threshold you name, a wide enough film has a median below it.

**Q:** How wide must it be before the power law applies?

**A:** Look at the local exponent. From $\ln\lambda_{50}=\frac1n\ln(1-e^{-x})$, and from $d\ln x=-d\ln N$ because $x\propto1/N$,

$$\frac{d\ln\lambda_{50}}{d\ln N}=-x\,\frac{d}{dx}\left[\frac1n\ln(1-e^{-x})\right]=-\frac1n\,\frac{x\,e^{-x}}{1-e^{-x}}=-\frac1n\,\frac{x}{e^x-1}.$$

The last factor is close to $1-x/2$ for small $x$. With a hundred columns, $x\approx0.007$, so in the column model the exponent is already within half a per cent of $-1/n$. If sideways conduction is allowed in a film of three or more layers, the approach at large area is slower: paths with a side step add a relative correction proportional to $\lambda$, which falls only as $N^{-1/n}$, while the correction here falls as $1/N$.

**Q:** So the median always lies below the bulk threshold?

**A:** No. A single column of three cells has the median $2^{-1/3}=0.794$, far above it. Call the bulk threshold $p_c$ and ask when $\lambda_{50}<p_c$. Raising both sides to the power $n$ gives $1-2^{-1/N}<p_c^n$, or $2^{-1/N}>1-p_c^n$. Take logarithms, then divide by the negative number $\ln(1-p_c^n)$, which reverses the inequality:

$$N>\frac{\ln 2}{-\ln(1-p_c^n)} .$$

For a value of $p_c$, I simulated cubes with conduction through shared faces. Each cell received a random $u$, the connected clusters were labelled by computer, and the smallest $\lambda$ giving a crossing was found by bisection. The median over 200 cubes was 0.323 for a side of 16 cells and 0.317 for a side of 32. These are finite-size estimates and still fall slowly with size; the threshold of an infinite lattice is close to 0.312. With $p_c=0.317$ and $n=3$, $p_c^3\approx0.0319$ and

$$N>\frac{0.693}{0.0324}\approx21.4 .$$

For cells of 1 nm edge, that is an area of about 21 nm². The infinite-lattice threshold would give between 22 and 23 nm².

**Q:** You forbade sideways conduction, though, and percolation is about paths that wander. Perhaps your result comes from that rule.

**A:** Restore conduction through shared faces. The straight columns are still available, so the film cannot fail later than before, and its median cannot rise. The remaining question is whether wandering paths change the area law.

Take any crossing path without repeated cells. Start it at its last bottom-layer cell before it first reaches the top layer, and stop it there. The piece that remains has one cell in the bottom layer and one in the top. Suppose it has $n+k$ cells. For $k=0$ it is a straight column. For $k\ge1$ it makes $n+k-1$ steps. The first must go up, and each of the other $n+k-2$ has at most five choices, since it cannot go straight back. There are thus at most $5^{n+k-2}$ such paths from each starting cell, and each is wholly defective with probability $\lambda^{n+k}$. The probability that some non-straight path is complete is no more than the expected number of complete ones:

$$P_{\text{wander}}\le N\sum_{k=1}^{\infty}5^{n+k-2}\lambda^{n+k}
=N\lambda^n\,\frac{5^{n-1}\lambda}{1-5\lambda},\qquad \lambda<\tfrac15,\ n\ge2 .$$

The sum is geometric, with first term $5^{n-1}\lambda^{n+1}$ and ratio $5\lambda$.

Now put $\lambda=cN^{-1/n}$ with $c$ fixed. Then $N\lambda^n=c^n$ stays constant while the remaining factor vanishes as $N\to\infty$. Wandering paths add nothing to the failure probability in this limit, and $F\to1-e^{-c^n}$ with or without them. Both the exponent and the prefactor of the column result survive for face contacts, at fixed $n$.

**Q:** That is a limit. What happens at a finite area?

**A:** Take $n=3$. The shortest non-straight path goes up, sideways and up. It has four cells, and there are four choices of the sideways step. To leading order the expected number of complete paths is

$$H(\lambda)=N\lambda^3+4N\lambda^4=N\lambda^3(1+4\lambda).$$

Two of these paths that share cells need at least five defective cells between them, so overlaps enter at relative order $\lambda^2$. Treating the rare paths as independent gives a survival probability $e^{-H}$. The relative fall of the median is then about $4\lambda/3$.

This can be compared with simulation. If a film survives to $\lambda$ with probability $e^{-H(\lambda)}$, then $H$ evaluated at the film's own critical value is exponentially distributed with mean one. The same is true of $N\lambda^3$ for columns alone. The mean logarithms of the two quantities are therefore equal:

$$3\langle\ln\Lambda_{\text{col}}\rangle=3\langle\ln\Lambda_{\text{conn}}\rangle+\langle\ln(1+4\Lambda_{\text{conn}})\rangle .$$

I simulated 1000 three-layer films at each of three widths and found both critical values in every film. The medians were:

| Side (cells) | Columns only | Face-connected |
|---:|---:|---:|
| 16 | 0.138 | 0.123 |
| 48 | 0.066 | 0.063 |
| 144 | 0.033 | 0.032 |

At side 144 the mean of $\ln(\Lambda_{\text{col}}/\Lambda_{\text{conn}})$ was $0.034\pm0.004$ (one standard error). The formula gives $\frac13\langle\ln(1+4\Lambda_{\text{conn}})\rangle=0.039$, which is 1.4 standard errors higher. The gap shrinks with width, and all the connected medians lie well below the cube value of 0.317.

**Q:** Then what does the bulk threshold mean? It seems that percolation theory has been contradicted.

**A:** It has not. The bulk threshold concerns a cluster that extends without limit. Below it, clusters are finite, but a finite cluster is enough to cross a film of fixed thickness. At any fixed $\lambda>0$, each column has the same small chance $\lambda^n$ of being complete, and $1-(1-\lambda^n)^N$ tends to one as $N$ grows. A wide film offers enough places for the rare event to occur somewhere.

If the thickness grows together with the width, the answer changes. In a cube of side $L$ cells, $n=L$ and $N=L^2$, and the column median obeys

$$\ln\lambda_{50}\simeq\frac{\ln(\ln2)-2\ln L}{L}\to0,\qquad\text{so}\qquad\lambda_{50}\to1 .$$

At $L=32$ the column-only median is 0.796, while the connected one is 0.317. Straight columns are a poor guide to a cube, where wandering paths carry the crossing. The two results belong to different limits: fixed thickness with growing area, and growth in all directions.

**Q:** Give me numbers for a device.

**A:** Take an oxide 3 nm thick with cells of 1 nm edge, so $n=3$. An area of 1 µm² is $10^6$ nm², hence $N=10^6$ and

$$\lambda_{50}\simeq\left(\frac{0.693}{10^6}\right)^{1/3}=0.00885 .$$

Dividing by the cell volume of 1 nm³ gives a critical defect density of $0.00885\ \text{nm}^{-3}$, or $8.85\times10^{18}\ \text{cm}^{-3}$. The film then holds about $3\times10^6\times0.00885\approx27\,000$ defects on average, yet three in one column decide its fate. With the cell size held fixed, the column model gives:

| Area (µm²) | 3 nm film | 5 nm film |
|---:|---:|---:|
| 0.01 | 0.0411 | 0.147 |
| 1 | 0.00885 | 0.0586 |
| 100 | 0.00191 | 0.0233 |
| 10000 | 0.00041 | 0.0093 |

Each hundredfold increase in area divides the median by $100^{1/3}=4.64$ for three cells and by $100^{1/5}=2.51$ for five. A thicker film needs more defects and is less sensitive to area.

The 5 nm column needs a caution. A path with one side step can take it in any of the $n-2$ interior layers and in four directions, so the relative correction to the failure rate is $4(n-2)\lambda$. For the 5 nm film at 1 µm² this is $12\times0.0586\approx0.70$, and at 0.01 µm² it is $12\times0.147\approx1.8$. Neither is small. At both areas the column value is an upper bound on the face-connected median and not an accurate estimate of it; at 0.01 µm² the face-connected median is about a fifth lower. At 100 µm² the correction is still $12\times0.0233\approx0.28$, which lowers the median by about 5 per cent. For the 3 nm film at 1 µm² the correction is $4\times0.00885\approx0.035$, and the median falls by about 1 per cent. At 0.01 µm² it is $4\times0.0411\approx0.16$, and the fall is about 5 per cent.

**Q:** And if the 1 µm² film did last until the bulk threshold?

**A:** Its survival probability would be $(1-0.317^3)^{10^6}$, whose decimal logarithm is about $-14\,000$. In this model such a film has failed long before.

**Q:** How close is this to a real oxide?

**A:** A silicon dioxide gate film of about 3 nm is a real case, and the areas run from a small transistor to a test capacitor. The cell edge of about 1 nm is a rough effective length, standing for the distance over which neighbouring defects pass charge. Real films break several assumptions, and for the 1 µm² film I can size the consequences one at a time, with everything else held fixed. If 1 per cent of the columns are one cell thinner, the median falls by 27 per cent, to 0.0065. If cells also conduct through edges and corners, it falls to 0.0020. If one remaining sound cell can be tunnelled through and that counts as breakdown, it falls to 0.00048. The defect density at breakdown is therefore much less certain than the digits of 0.00885 suggest.

**Q:** Which of these changes the exponent, and which only the prefactor?

**A:** Contacts through edges and corners change the prefactor. Every upward step then has nine possible end cells, so there are $9^{n-1}$ shortest paths from each starting cell. For $n=3$ the leading failure rate is $81N\lambda^3$, and the median is multiplied by $81^{-1/3}=0.231$.

A spread in defect probability between columns does the same, provided the $n$th moment of the spread is finite. Let a whole column share a factor $g$ of mean one, so that its cells are defective with probability $g\lambda$. At small $\lambda$ the rate becomes $N\lambda^3\langle g^3\rangle$. For a gamma distribution of variance $v$, $\langle g^3\rangle=(1+v)(1+2v)$. A standard deviation of 30 per cent gives $v=0.09$ and $\langle g^3\rangle=1.09\times1.18=1.286$. The median is multiplied by $1.286^{-1/3}=0.92$.

Thin places are different. Let a fraction $f$ of the columns have $n-1$ cells. For $n=3$ and small $\lambda$, the median satisfies

$$N\left[(1-f)\lambda^3+f\lambda^2\right]\simeq\ln2 .$$

The thin columns dominate once $\lambda$ is well below $f$, and then $\lambda_{50}\simeq(\ln2/fN)^{1/2}$. The exponent has moved from $-1/3$ to $-1/2$. With $f=0.01$ the local exponent at 10000 µm² is $-0.498$. If several thicknesses each occupy a fixed fraction of the area, the thinnest of them sets the law at large area. The exponent $-1/n$ therefore requires that no fixed fraction of the columns, however small, is thinner than $n$ cells. That condition alone is not enough. Columns of $m$ cells along the edge of the film number only about $\sqrt N$, and they add a term of order $\sqrt N\,\lambda^m$ to the failure rate. With $\lambda\propto N^{-1/n}$ this term grows with area when $m<n/2$, so a very thin edge can also change the exponent.

Tunnelling through one sound cell acts in the same direction. A column has exactly one sound cell with probability $3\lambda^2(1-\lambda)$. At $\lambda=0.00885$ the 1 µm² film has on average 233 such columns. If one of them were enough, the condition would be $3N\lambda^2\simeq\ln2$, again with exponent $-1/2$. What counts as breakdown is thus part of the model.

**Q:** Could I avoid the trouble by choosing another cell size?

**A:** The choice matters. With a 0.75 nm edge, the same 3 nm film has $n=4$ and $N=10^6/0.5625\approx1.78\times10^6$, and the median fraction becomes 0.025, which is 2.8 times larger. The cells are also smaller, so the defect density at breakdown becomes 6.7 times larger. The exponent changes to $-1/4$. The cell size has to be fixed by other evidence, such as the measured dependence of the critical defect density on area or thickness.

**Q:** Engineers measure time, not defect fraction. Does the area law carry over?

**A:** It needs one more assumption. Suppose that, at fixed voltage and temperature, the defect probability grows as $\lambda=(\tau/\tau_0)^\alpha$ with stress time $\tau$, where $\tau_0$ and $\alpha$ do not depend on area. Inserting this in $N\lambda^n\simeq\ln2$ gives

$$N\left(\frac{\tau_{50}}{\tau_0}\right)^{n\alpha}\simeq\ln2
\quad\Rightarrow\quad
\tau_{50}\simeq\tau_0\left(\frac{\ln2}{N}\right)^{1/(n\alpha)}\propto A^{-1/(n\alpha)} .$$

A lifetime measured on a small capacitor must therefore be reduced before it is applied to a large total gate area. That scaling holds for uniform thickness, defects that form independently of one another, an unchanged breakdown criterion, the same growth law on both areas, and areas large enough for side steps to be negligible. It gives the time to the first conducting path. In oxides near 3 nm that first event is often a soft breakdown that grows gradually, so it need not be the time at which the device stops working. Lifetimes measured at different areas give only the product $n\alpha$, so they do not fix the cell size unless $\alpha$ is known separately. If the large area contains thin places that the small one lacks, the reduction is greater than this formula gives.
